\section*{Same saddle, different intrinsic reaction path after isotopic substitution}

\section*{Can the path be reused?}

Suppose that the transfer of hydrogen from a surface hydroxyl to a methyl ligand has been computed for a deposition process that uses water. The saddle has been located and the intrinsic reaction path followed down to both minima. Now the rate is wanted for heavy water, where the hydroxyls carry deuterium. Which parts of the calculation may be kept?

A natural answer is: all of them, apart from the vibrational frequencies. In the Born--Oppenheimer approximation the electronic energy depends on the nuclear positions and charges, not on the nuclear masses. Both isotopes move on the same surface. The saddle is a feature of that surface, and the reaction path looks like another: it is the route that water would take from the pass into the valley.

The argument is right about the saddle and wrong about the path. A direction of steepest descent requires a measure of distance, and the intrinsic reaction path uses one that contains the masses. The saddle, its energy and its Cartesian second derivatives may be kept; the path must in general be followed again.

\section*{What the masses cannot change}

Let $x$ be the column of nuclear Cartesian coordinates, $V(x)$ the Born--Oppenheimer energy, $g=\nabla V$ its gradient and $H$ its matrix of second derivatives. The masses form a positive diagonal matrix $M$. Substitution replaces $M$ by $M'$ and leaves $V$ alone.

A stationary point satisfies $g=0$, which contains no mass. Passing to mass-weighted coordinates $Q=M^{1/2}x$ does not alter this. By the chain rule,
\begin{equation}
\nabla_Q V=M^{-1/2}g,
\end{equation}
and since $M^{-1/2}$ is invertible, one gradient vanishes where the other does. The classical barrier, a difference of two values of $V$, is unchanged too.

The saddle also remains a first-order saddle. Its mass-weighted Hessian is $S=M^{-1/2}HM^{-1/2}$. For any vector $w$, put $z=M^{-1/2}w$; then
\begin{equation}
w^{T}Sw=z^{T}Hz .
\end{equation}
The invertible map $w\mapsto z$ carries a subspace on which the first form is negative to one of equal dimension on which the second is negative. The largest such dimension is the number of negative eigenvalues, so $S$ and $H$ have the same number. The eigenvalues and eigenvectors themselves are free to change.

\section*{Where the masses enter}

The intrinsic reaction path is steepest descent with length defined by $ds^2=dx^{T}M\,dx$. To find its direction, minimize the first-order energy change $g^{T}dx$ at fixed $ds$. With a multiplier $\mu$, stationarity of
\begin{equation}
g^{T}dx+\tfrac{\mu}{2}\left(dx^{T}M\,dx-ds^2\right)
\end{equation}
with respect to $dx$ gives $g+\mu M\,dx=0$, hence $dx=-M^{-1}g/\mu$. Inserting this in the constraint gives $g^{T}M^{-1}g/\mu^2=ds^2$. Descent requires $\mu>0$, so
\begin{equation}
\frac{dx}{ds}=-\frac{M^{-1}g}{\sqrt{g^{T}M^{-1}g}} .
\label{eq:irp}
\end{equation}

The metric has a dynamical reason. Newton's equation is $M\ddot x=-g$. Nuclei released from rest at $x_0$ therefore move initially as
\begin{equation}
x(t)=x_0-\tfrac12t^2M^{-1}g(x_0)+\dots,
\end{equation}
which is the direction in Eq.~\eqref{eq:irp}. The path is what remains of classical motion when the velocity is continually removed. Steepest descent in unweighted Cartesian coordinates would be independent of isotope, but it is a different curve without this link to the motion.

The condition for an unchanged path follows at once. Let $u=M^{-1}g$ be the old direction, up to sign and length. The new one is $M'^{-1}g=M'^{-1}Mu$. The curve survives if and only if, all along it,
\begin{equation}
M'^{-1}M\,u=c\,u,\qquad c>0,
\label{eq:criterion}
\end{equation}
where $c$ may vary from point to point. Both matrices are diagonal, so every coordinate that moves at a given point must have its mass changed by the same factor. Scaling all masses together satisfies this, as does substituting an atom that stays at rest along the whole path. Changing one of several moving atoms does not.

This criterion refers to a fixed frame, such as a rigid surface. For a free molecule, the shapes should be compared without overall translation and rotation. With internal coordinates $q$ and $dq=B\,dx$, the chain rule gives $g=B^{T}g_q$, and Eq.~\eqref{eq:irp} becomes
\begin{equation}
dq\propto-BM^{-1}B^{T}g_q=-G\,g_q .
\label{eq:G}
\end{equation}
The question is then whether $Gg_q$ and $G'g_q$ are parallel.

\section*{The direction at the saddle}

At the saddle $g=0$, and Eq.~\eqref{eq:irp} reads $0/0$. The direction comes from the neighbourhood. Measure $x$ from the saddle, so that $g\simeq Hx$, and follow the same curve with a more convenient clock, $dx/d\tau=-M^{-1}Hx$. Solutions $x=v\,e^{-\lambda\tau}$ require
\begin{equation}
Hv=\lambda Mv .
\label{eq:eig}
\end{equation}
One eigenvalue, $\lambda_0$, is negative. Its mode grows and the others decay, so the path leaves along $v_0$.

To see how $v_0$ responds to a small mass change $\delta M$, normalize the modes by $v_j^{T}Mv_k=\delta_{jk}$ and vary Eq.~\eqref{eq:eig}:
\begin{equation}
(H-\lambda_0M)\,\delta v_0=(\delta\lambda_0\,M+\lambda_0\,\delta M)\,v_0 .
\end{equation}
Write $\delta v_0=\sum_jc_jv_j$ and multiply from the left by $v_k^{T}$ with $k\ne0$. Since $v_k^{T}H=\lambda_kv_k^{T}M$, the left side is $(\lambda_k-\lambda_0)c_k$. The term in $\delta\lambda_0$ vanishes by orthogonality. Thus
\begin{equation}
c_k=\frac{\lambda_0\,v_k^{T}\delta M\,v_0}{\lambda_k-\lambda_0},\qquad k\neq0 .
\end{equation}
The component $c_0$ alters the length of $v_0$, not its direction. The tangent turns, to first order, whenever the mass change couples the unstable mode to another mode.

\section*{A hydrogen transfer with two coordinates}

Let $x$ now be the displacement of the hydrogen and $y$ that of the methyl group, both from the saddle and along the line from a fixed oxygen to the methyl group. Ångströms, electronvolts and atomic mass units are used. The model surface is
\begin{equation}
V=W(x)+\tfrac K2\,[y-f(x)]^2,\qquad f=\alpha x+\beta x^2,
\end{equation}
with $W'=Ax(x+a)(x-p)$ and $W(0)=0$. The function $f$ is the methyl position that minimizes $V$ at fixed $x$. Stationarity in $y$ requires $y=f$, and stationarity in $x$ then requires $W'=0$. The stationary points are the reactant at $x=-a$, the saddle at $x=0$ and the product at $x=p$.

I take $a=0.5$~Å, $p=0.6$~Å, $K=20$~eV/Å$^2$, $\alpha=0.4$, $\beta=0.5$~Å$^{-1}$ and a forward barrier of $0.6$~eV. Integrating $W'$ gives
\begin{align}
W(-a)&=A\left[\frac{a^4}{4}-\frac{(a-p)a^3}{3}-\frac{pa^3}{2}\right]
=-\frac{Aa^3(a+2p)}{12}.
\end{align}
Setting this equal to $-0.6$~eV yields $A=7.2/(0.125\times1.7)=33.88$~eV/Å$^4$.

At the saddle $y-f=0$, so the second derivatives are
\begin{align}
H_{xx}&=-Aap+K\alpha^2=-10.16+3.20=-6.96,\\
H_{xy}&=-K\alpha=-8.00,\qquad H_{yy}=K=20.00,
\end{align}
in eV/Å$^2$. No mass has appeared. The masses are $m_x=1.008$~u for H or $2.014$~u for D, and $m_y=15.02$~u for methyl. A nonzero solution of Eq.~\eqref{eq:eig} needs a vanishing determinant,
\begin{equation}
(H_{xx}-\lambda m_x)(K-\lambda m_y)-K^2\alpha^2=0 .
\end{equation}
Its negative root is $\lambda_0=-7.395$ for H and $-3.865$ for D, in eV\,Å$^{-2}$\,u$^{-1}$. The second row of Eq.~\eqref{eq:eig}, $-K\alpha v_x+Kv_y=\lambda_0m_yv_y$, gives the slope of the path:
\begin{equation}
\left.\frac{dy}{dx}\right|_0=\frac{K\alpha}{K+m_y|\lambda_0|}.
\label{eq:slope}
\end{equation}
Numerically,
\begin{align}
\text{H:}\quad&\frac{8}{20+15.02\times7.395}=0.061,\\
\text{D:}\quad&\frac{8}{20+15.02\times3.865}=0.102 .
\end{align}
The saddle is the same point, but the two paths leave it in different directions. With the slower deuterium, the methyl group takes a larger share of the motion.

Away from the saddle the effect is even more direct. Dividing the two components of Eq.~\eqref{eq:irp} gives
\begin{equation}
\frac{dy}{dx}=\frac{m_x}{m_y}\,\frac{\partial V/\partial y}{\partial V/\partial x}.
\end{equation}
At a given point where both components of the gradient are nonzero, replacing H by D doubles the slope, very nearly. The saddle slopes differ by the smaller factor $1.7$ because there the ratio of forces itself depends on the direction of approach.

Following the complete paths confirms that the difference does not stay confined to the saddle. When the hydrogen has moved $0.20$~Å towards the methyl group, the methyl displacement is $0.017$~Å on the H path and $0.027$~Å on the D path. The largest distance from the H path to the nearest point of the D path is $0.0175$~Å. It occurs at $x=0.330$~Å, $y=0.045$~Å on the H path. There $f=0.4(0.330)+0.5(0.330)^2=0.186$~Å, so the methyl group lags $0.14$~Å behind its preferred position. Halving the spacing of the computed points and starting ten times closer to the saddle changes the separation by less than $10^{-7}$~Å. These changes leave the integrator's tolerance alone. A further run with all masses doubled, which must give the same curve but is integrated with a different clock, moves the computed H path by less than $10^{-6}$~Å. The difference between the isotopes is therefore not a numerical error.

\section*{Equal tangents are not enough}

Two special cases show what the criterion does and does not allow. If $\alpha=\beta=0$, then $\partial V/\partial y=Ky$. The line $y=0$ has no force across it, and both isotopes follow it. Only the substituted coordinate moves, so Eq.~\eqref{eq:criterion} holds.

Now keep $\alpha=0$ but restore $\beta=0.5$~Å$^{-1}$. The saddle Hessian is diagonal, and both paths leave along $x$. A comparison of tangents would find no isotope effect. To find the next order, try $y=Cx^2$ with the clock $dx/d\tau=-g_x/m_x$, $dy/d\tau=-g_y/m_y$. Near the saddle,
\begin{equation}
\frac{dx}{d\tau}\simeq|\lambda_0|x,\quad |\lambda_0|=\frac{Aap}{m_x},\qquad
\frac{dy}{d\tau}=\frac{K}{m_y}(\beta-C)x^2 .
\end{equation}
The trial form also gives $dy/d\tau=2Cx\,dx/d\tau\simeq2C|\lambda_0|x^2$. Equating the two expressions,
\begin{equation}
C=\frac{K\beta}{K+2m_y|\lambda_0|}.
\end{equation}
Here $|\lambda_0|=10.16/m_x$, so $C=0.031$~Å$^{-1}$ for H and $0.058$~Å$^{-1}$ for D. The curves share a point and a tangent but bend differently. Their largest separation, followed to the minima, is $0.013$~Å.

\section*{What reusing the wrong path costs}

A different path need not mean a very different rate. Consider first the imaginary frequency, whose magnitude is $\sqrt{|\lambda_0|}$. It is $1418$~cm$^{-1}$ for H and $1025$~cm$^{-1}$ for D. Their ratio, $1.38$, is below the value $\sqrt{m_D/m_H}=1.41$ for motion of hydrogen alone, because the methyl group also moves.

Suppose the D frequency is evaluated along the H tangent. In the normalized D modes, that tangent is proportional to $v_0+\eta v_1$, and the resulting eigenvalue estimate is
\begin{equation}
\frac{v^{T}Hv}{v^{T}M_Dv}=\frac{\lambda_0+\eta^2\lambda_1}{1+\eta^2}
=\lambda_0+\frac{\eta^2(\lambda_1-\lambda_0)}{1+\eta^2}.
\end{equation}
The error is of second order in the misdirection $\eta$, and it makes the imaginary frequency too small. Here the result is $1017$~cm$^{-1}$, which is $0.8\%$ below the correct D value.

Tunnelling samples more of the path. A semiclassical estimate assigns a transmission probability $P=1/(1+e^{2\theta})$ at energy $E$ below the top, with
\begin{equation}
\theta(E)=\frac1\hbar\int\sqrt{2[V(s)-E]}\,ds
\end{equation}
taken over the forbidden part of the path. Above the top, $P$ is continued symmetrically, so that $P(V_{\rm top}+\epsilon)=1-P(V_{\rm top}-\epsilon)$. Averaging over a thermal distribution at $500$~K and dividing by the classical flux gives a factor of $2.08$ for H and $1.46$ for D. If the H path is kept and only the masses in $ds$ are changed to those of D, the result is $1.44$, an error of about $1\%$ relative to the D-path estimate.

For these parameters, then, reuse is a modest numerical error, although it is an error of principle. The estimate omits transverse zero-point energy and tunnelling routes that cut across the bend of the path. It does not establish that reuse is equally harmless where those effects matter, or on another surface.

Other isotope effects are larger here. Adding harmonic zero-point energies for the two coordinates changes the barrier from $0.60$~eV to $0.467$~eV for H and $0.507$~eV for D. With $k_BT=0.043$~eV, the difference alone corresponds to a Boltzmann factor $\exp(0.040/0.043)\simeq2.5$. This is not a full kinetic isotope effect, but it shows that an unchanged classical barrier does not imply an unchanged rate.

\section*{The model beside a real surface}

The example is meant to resemble methane elimination when trimethylaluminium meets a hydroxylated alumina surface. A barrier of some tenths of an electronvolt and a temperature of $500$~K are rough but reasonable for that setting. The other parameters are round choices, and the reaction energy of $-0.38$~eV follows from them; it is not a computed property of alumina. Two features of the model are unrealistic. Its hydrogen stretch in the reactant is about $2250$~cm$^{-1}$, whereas a free surface hydroxyl has roughly $3700$~cm$^{-1}$. The H--D difference in reactant zero-point energy is therefore about $0.04$~eV in the model, but $0.06$ to $0.07$~eV for a stretch of $3700$~cm$^{-1}$, depending on whether the oxygen recoils. Also, the preferred oxygen--methyl distance is shortest near the reactant, at $x=-0.4$~Å, whereas in a real transfer the two groups usually come closest near the saddle. The earlier case $\alpha=0$ has its shortest distance at the saddle, and there the paths still separate by $0.013$~Å. A real transfer also involves bending, rotation of the methyl group and motion of aluminium, none of which can be sized with two coordinates. One broken assumption can be sized: the oxygen is not rigidly fixed. For a free oxygen of mass $m_O$, the coordinates relative to it have
\begin{equation}
G=\begin{pmatrix}1/m_x+1/m_O&1/m_O\\1/m_O&1/m_y+1/m_O\end{pmatrix}.
\end{equation}
Using this in Eq.~\eqref{eq:G} raises the largest H-to-D separation from $0.0175$ to $0.023$~Å, about a third. This is the opposite extreme: a surface oxygen is bound to aluminium and is neither fixed nor free. The two limits indicate the size of the effect but do not bracket it. With the oxygen held by a harmonic spring, the separation is about $0.021$~Å at $20$~eV/Å$^2$ and dips to $0.0166$~Å at $200$~eV/Å$^2$ before returning towards the fixed-oxygen value.

The path should not be mistaken for the route of each nucleus. With $x$ held at the saddle value, the thermal and zero-point spread of the methyl coordinate at $500$~K is $0.052$~Å, three times the separation of the paths. The path is a reference curve for a rate calculation.

\section*{How firmly the saddle stays put}

The saddle of $V$ must be distinguished from a dynamical bottleneck. If the transverse zero-point energy is added to $V$ along each path, the maximum lies at about $x=0.005$~Å for H and $0.004$~Å for D. This bottleneck does depend on isotope, while the saddle remains at zero.

Beyond the Born--Oppenheimer approximation, the effective surface acquires a mass dependence of its own. In a free atom at rest, the nucleus has momentum opposite to that of the electron, so its kinetic energy is $\langle p^2\rangle/2M_n=(m_e/M_n)\langle p^2\rangle/2m_e$, with $M_n$ the nuclear mass. The electron's mean kinetic energy in hydrogen is $13.6$~eV, and the H--D difference is $3.7$~meV. If all of it varied linearly over $0.5$~Å along $x$, the force would be $0.0074$~eV/Å. Dividing by the saddle Hessian gives a displacement of about $0.0008$~Å. This is a rough scale, not a bound, but it is some twenty times smaller than the path separation.

For the heavy-water calculation, the saddle search and its Cartesian Hessian therefore need not be repeated. The Hessian is weighted with the new masses and diagonalized, and the descent is restarted along the new unstable mode. In a fixed frame, the old path can be kept without approximation if Eq.~\eqref{eq:criterion} holds along it; for a free molecule, the condition is that $Gg_q$ and $G'g_q$ are parallel along it. Otherwise its reuse is an approximation whose effect on the desired rate has to be assessed. The numerical output lists the values behind this comparison.

\section*{Numbers as computed}
\begin{verbatim}
Input a: 0.50 A
Input p: 0.60 A
Input forward barrier: 0.60 eV
Input K: 20.0 eV/A^2
Input alpha: 0.40
Input beta: 0.50 1/A
Input temperature: 500 K
Mass H: 1.0078 u
Mass D: 2.0141 u
Mass methyl: 15.0235 u
Mass oxygen for recoil: 15.995 u
A: 33.882 eV/A^4
Reactant methyl coordinate: -0.0750 A
Product methyl coordinate: 0.4200 A
Reaction energy: -0.3758 eV
Saddle Hessian xx: -6.9647 eV/A^2
Saddle Hessian xy: -8.0000 eV/A^2
Saddle Hessian yy: 20.0000 eV/A^2
H/D saddle difference from searches: 0.0e+00 A
Unstable lambda H: -7.3950 eV/(A^2 u)
Unstable lambda D: -3.8650 eV/(A^2 u)
Saddle slope dy/dx H: 0.0610
Saddle slope dy/dx D: 0.1025
Imaginary frequency H: 1418.1 i cm^-1
Imaginary frequency D: 1025.2 i cm^-1
D frequency on wrong H tangent: 1016.6 i cm^-1
Frequency ratio H/D: 1.3832
Square root of mass ratio D/H: 1.4137
Methyl y at x=0.2 A, H path: 0.0168 A
Methyl y at x=0.2 A, D path: 0.0273 A
Largest H-to-D path separation: 0.0175 A
Location x on H path: 0.3297 A
Location y on H path: 0.0453 A
Separation shift on refinement: 3.6e-08 A
Path change on doubling all masses: 6.8e-07 A
H/D gap with alpha=beta=0: 2.3e-08 A
H/D gap with alpha=0, beta kept: 0.0130 A
H/D gap with free oxygen: 0.0232 A
Zero-point-corrected barrier H: 0.4667 eV
Zero-point-corrected barrier D: 0.5066 eV
Adiabatic bottleneck x, H: 0.0048 A
Adiabatic bottleneck x, D: 0.0036 A
Methyl rms spread at fixed x=0: 0.0516 A
Tunnelling factor H: 2.079
Tunnelling factor D: 1.455
Tunnelling factor D on wrong H path: 1.441
H-D diagonal correction scale, free atom: 3.70 meV
Rough saddle shift if it varies over a: 0.00078 A
\end{verbatim}
